# Reduced-Mass Scaling and Opposite Mass-Polarisation Shifts in 1s2p 1P and 3P

An atomic nucleus is heavy but not fixed. In an atom at rest as a whole, the nucleus must carry a momentum opposite to the sum of the electron momenta. Its recoil energy therefore depends on whether the electrons tend to move in the same direction or in opposite directions. This raises a question about the two terms of the configuration 1s2p, $^1P$ and $^3P$: does nuclear motion shift them alike, and if not, which is raised more?

## Assumptions and statement

Consider $N$ electrons at $\mathbf x_i$ and a point nucleus of charge $Z$ at $\mathbf X$. Atomic units are used, so the electron mass is 1 and the nuclear mass $M$ is a pure number. The motion is nonrelativistic and the forces are Coulombic:

$$H_{\rm lab}=-\frac12\sum_i\nabla_{x_i}^2-\frac1{2M}\nabla_X^2+V,\qquad V=-\sum_i\frac{Z}{|\mathbf x_i-\mathbf X|}+\sum_{i<j}\frac1{|\mathbf x_i-\mathbf x_j|}.$$

Let $\mathbf r_i=\mathbf x_i-\mathbf X$, $\mathbf p_i=-i\nabla_{r_i}$ and $\mu=M/(M+1)$. Let $H_\infty$ be the Hamiltonian for a fixed nucleus, with a bound level $E_\infty$ that is isolated from other levels of its symmetry.

**Theorem.**

(a) At zero total momentum the internal Hamiltonian is

$$H=\sum_i\frac{p_i^2}{2\mu}+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j+V. \tag{1}$$

(b) For large $M$ the level becomes

$$E=\mu\left[E_\infty+\frac{K}{M+1}+O\!\left(\frac1{(M+1)^2}\right)\right],\qquad K=\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle_\infty. \tag{2}$$

(c) If a two-electron 1s2p state is described by a symmetrised product of orbitals, then

$$K(^1P)=+|\langle 1s|\mathbf p|2p\rangle|^2,\qquad K(^3P)=-|\langle 1s|\mathbf p|2p\rangle|^2. \tag{3}$$

The second term of (1) is called mass polarisation. Part (c) is the Hughes–Eckart result: mass polarisation raises the singlet and lowers the triplet. The two shifts are equal in magnitude if both terms are given the same orbitals.

## Separating the centre of mass

**Lemma 1.** Part (a) holds.

*Proof.* Put $M_t=M+N$ and $\mathbf R=(\sum_i\mathbf x_i+M\mathbf X)/M_t$. Moving electron $i$ changes $\mathbf r_i$ and $\mathbf R$; moving the nucleus changes $\mathbf R$ and every $\mathbf r_i$. The chain rule gives

$$\nabla_{x_i}=\nabla_i+\frac1{M_t}\nabla_R,\qquad \nabla_X=-\sum_i\nabla_i+\frac M{M_t}\nabla_R,$$

where $\nabla_i$ acts on $\mathbf r_i$. Write $\mathbf G=\sum_i\nabla_i$. Squaring,

$$\sum_i\nabla_{x_i}^2=\sum_i\nabla_i^2+\frac2{M_t}\nabla_R\cdot\mathbf G+\frac N{M_t^2}\nabla_R^2,$$

$$\nabla_X^2=\mathbf G^2-\frac{2M}{M_t}\nabla_R\cdot\mathbf G+\frac{M^2}{M_t^2}\nabla_R^2.$$

Multiply the first line by $-\tfrac12$, the second by $-1/(2M)$, and add. The cross terms are $-1/M_t$ and $+1/M_t$ times $\nabla_R\cdot\mathbf G$, so they cancel. The coefficient of $\nabla_R^2$ is $-(N+M)/(2M_t^2)=-1/(2M_t)$, the kinetic energy of a free particle of mass $M_t$. What remains is

$$-\frac12\sum_i\nabla_i^2-\frac1{2M}\mathbf G^2
=-\frac12\left(1+\frac1M\right)\sum_i\nabla_i^2-\frac1M\sum_{i<j}\nabla_i\cdot\nabla_j,$$

because $\mathbf G^2=\sum_i\nabla_i^2+2\sum_{i<j}\nabla_i\cdot\nabla_j$. Now $1+1/M=1/\mu$, $-\nabla_i^2=p_i^2$ and $-\nabla_i\cdot\nabla_j=\mathbf p_i\cdot\mathbf p_j$. The potential depends on the $\mathbf r_i$ alone, so the motion of $\mathbf R$ separates. Setting its momentum to zero gives (1). ∎

**Remark (recoil).** Before the square is expanded, the same Hamiltonian reads

$$H=H_\infty+\frac1{2M}\Big(\sum_i\mathbf p_i\Big)^2. \tag{4}$$

At zero total momentum the nuclear momentum is $-\sum_i\mathbf p_i$, so the added term is the kinetic energy of the nucleus. Its squares change the electron mass to $\mu$, and its cross terms are the mass polarisation. With one electron there are no cross terms, and the reduced mass accounts for the whole effect.

## Scaling and first-order shifts

**Lemma 2.** Part (b) holds.

*Proof.* Substitute $\mathbf r_i=\boldsymbol\rho_i/\mu$, so that $\mathbf p_i=\mu\boldsymbol\pi_i$ with $\boldsymbol\pi_i=-i\nabla_{\rho_i}$. Then $p_i^2/(2\mu)=\mu\,\pi_i^2/2$. Every term of $V$ is an inverse distance, so $V(\mathbf r)=\mu V(\boldsymbol\rho)$. The polarisation term acquires $\mu^2/M$. Together,

$$H=\mu\left[H_\infty(\boldsymbol\rho,\boldsymbol\pi)+\frac{\mu}{M}\sum_{i<j}\boldsymbol\pi_i\cdot\boldsymbol\pi_j\right],\qquad \frac\mu M=\frac1{M+1}.$$

The bracket is the fixed-nucleus problem plus a perturbation of strength $1/(M+1)$. The perturbation is controlled by the kinetic energy: $(\boldsymbol\pi_i\pm\boldsymbol\pi_j)^2\ge0$ implies $|\langle\boldsymbol\pi_i\cdot\boldsymbol\pi_j\rangle|\le\tfrac12\langle\pi_i^2+\pi_j^2\rangle$. For an isolated level and large $M$, perturbation theory therefore applies, and its first-order term is $K/(M+1)$. The perturbation is a rotational scalar, so it does not split the states of different $M_L$. ∎

Equation (2) contains two shifts from the fixed-nucleus level:

$$\Delta_{\rm normal}=(\mu-1)E_\infty=-\frac{E_\infty}{M+1},\qquad
\Delta_{\rm pol}=\frac{\mu K}{M+1}. \tag{5}$$

The normal shift is positive when $E_\infty<0$: a smaller reduced mass makes the atom larger and less strongly bound. The next term in the bracket of (2) is $c/(M+1)^2$. For the lowest state of a given symmetry $c\le0$, since second-order perturbation theory then divides squared matrix elements by negative energy differences.

**Remark (the triplet is not lowered overall).** By (4), the total shift to first order in $1/M$ is $\langle(\sum_i\mathbf p_i)^2\rangle_\infty/(2M)$, which cannot be negative. The opposite signs in (3) belong to mass polarisation alone. The normal shift raises both terms.

## The sign for 1s2p

**Lemma 3.** Part (c) holds.

*Proof.* Let $a=1s$ and $b=2p$ be normalised orbitals, orthogonal because their angular momenta differ. The total wavefunction is antisymmetric. The singlet spin function is antisymmetric, so its spatial partner is symmetric; for the triplet it is the reverse. Hence

$$\Psi_s=\frac1{\sqrt2}\big[a(1)b(2)+s\,b(1)a(2)\big],\qquad s=+1\ (^1P),\quad s=-1\ (^3P).$$

The expectation value of $\mathbf p_1\cdot\mathbf p_2$ has four terms. Two are equal direct terms and two are equal exchange terms, and the factor $\tfrac12$ from normalisation leaves one of each:

$$K=\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle+s\,\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle.$$

The momentum operator changes sign under inversion, while $a$ and $b$ each have definite parity, so the direct term vanishes. Since $\mathbf p$ is Hermitian, $\langle b|\mathbf p|a\rangle=\langle a|\mathbf p|b\rangle^*$, and the exchange term is $s|\langle a|\mathbf p|b\rangle|^2$. ∎

In the singlet, the symmetric spatial function makes the mean of $\mathbf p_1\cdot\mathbf p_2$ positive. The electron momenta add more often than they cancel, and the nucleus recoils more strongly. In the triplet the correlation is reversed. No force between spins is involved. For products 1s2s and 1s3d both orbitals are even, so the exchange term vanishes too and $K=0$ at this level.

**Lemma 4.** For a hydrogenic 1s orbital of charge $\alpha$ and a hydrogenic 2p orbital of charge $\beta$,

$$|\langle1s|\mathbf p|2p\rangle|^2=\frac{2(\alpha\beta)^5}{(\alpha+\beta/2)^8}. \tag{6}$$

*Proof.* The radial functions are

$$R_{1s}=2\alpha^{3/2}e^{-\alpha r},\qquad R_{2p}=\frac{\beta^{5/2}}{2\sqrt6}\,r\,e^{-\beta r/2}.$$

Take the 2p orbital along $z$, with angular factor $\sqrt{3/4\pi}\cos\theta$. The 1s angular factor is $1/\sqrt{4\pi}$, and $\partial_z$ acting on a function of $r$ gives $\cos\theta\,d/dr$. The angular integral is

$$\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\,\frac{4\pi}3=\frac1{\sqrt3}.$$

The $x$ and $y$ components integrate to zero. With $R_{1s}'=-2\alpha^{5/2}e^{-\alpha r}$,

$$\langle2p_z|\partial_z|1s\rangle=-\frac{(\alpha\beta)^{5/2}}{\sqrt{18}}\int_0^\infty r^3e^{-(\alpha+\beta/2)r}dr
=-\frac{\sqrt2\,(\alpha\beta)^{5/2}}{(\alpha+\beta/2)^4},$$

because the integral is $6/(\alpha+\beta/2)^4$ and $6/\sqrt{18}=\sqrt2$. The factor $-i$ in $\mathbf p$ has modulus one, so squaring gives (6). Rotational symmetry gives the same value for the other 2p orbitals. ∎

With $\alpha=\beta=Z$, equation (6) becomes $512Z^2/6561\approx0.078Z^2$. This is the leading behaviour at large $Z$ within the nonrelativistic model, where electron repulsion is a small correction. There $E_\infty\approx-Z^2/2-Z^2/8=-5Z^2/8$, so mass polarisation is about one eighth of the normal shift. At small $Z$ the choice $\alpha=Z$, $\beta=Z-1$ is more reasonable, since the inner electron screens one unit of charge from the outer one.

## What survives beyond a common pair of orbitals

**Proposition.** Let $\Psi_s$ be any normalised odd-parity spatial state of two electrons with exchange symmetry $s$. Then

$$\Psi_s=\frac1{\sqrt2}[\Phi(1,2)+s\,\Phi(2,1)],\qquad K=s\,\langle\Phi|\mathbf p_1\cdot\mathbf p_2|\tilde\Phi\rangle,\qquad \tilde\Phi(1,2)=\Phi(2,1),$$

where $\Phi$ is normalised, even in its first argument and odd in its second.

*Proof.* Split $\Psi_s$ into parts even and odd under inversion of electron 1 alone. Since $\Psi_s$ is odd under inversion of both electrons, the first part is odd in electron 2 and the second part is even in it. Exchanging the electrons turns one part into $s$ times the other, which gives the stated form. The two parts are orthogonal and have equal norms. The operator $\mathbf p_1\cdot\mathbf p_2$ reverses the parity of each electron, so it has no expectation value in $\Phi$ or in $\tilde\Phi$. The two cross terms are equal because the operator is symmetric under exchange. ∎

The direct term is thus absent for correlated states as well. The remaining matrix element, however, is no longer a squared modulus: when $\Phi$ is a sum of products, it can also contain cross terms, and these may have either sign. Symmetry alone does not fix the sign of $K$, which has to be computed.

The magnitudes also cease to be equal once each term has its own 2p orbital $u$. Keep the 1s orbital fixed and let $h$ be the one-electron Hamiltonian. The energy of the product state is

$$\langle1s|h|1s\rangle+\langle u|h+J|u\rangle+sX,\qquad
X=\iint\frac{f(\mathbf r)f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where $J$ is the repulsion from the 1s charge cloud and $f=1s\cdot u$ for real orbitals. The integral $X$ is twice the electrostatic energy of the charge density $f$, so it is positive. Exchange therefore lowers the triplet energy and raises the singlet energy, by more when $u$ overlaps the core more. This favours a compact 2p orbital in the triplet and an extended one in the singlet.

## A model ion with Z = 3 and M = 10000

Take a two-electron ion with these round parameters. The values of $K$ are given in eV, after division by the electron mass. The screened hydrogenic estimate, with $\alpha=3$ and $\beta=2$, is

$$|K|=\frac{2\cdot6^5}{4^8}=0.2373\ \text{hartree}=6.46\ \text{eV}.$$

An unscreened 2p orbital would give 19.1 eV, so screening matters greatly here.

The frozen-core calculation isolates the effect of exchange on the 2p orbital:

- singlet: rms radius 1.48 Å, $|\langle1s|\mathbf p|2p\rangle|^2=5.8$ eV;
- exchange switched off: 1.43 Å, 7.0 eV;
- triplet: 1.37 Å, 8.6 eV.

The three orbital equations differ only in the exchange term, and the program tests both orderings. At this level, exchange is the cause of the unequal magnitudes.

Configuration interaction in a finite Gaussian basis of s, p and d functions then gives

$$K(^1P)=+6.8\ \text{eV},\qquad K(^3P)=-8.3\ \text{eV}.$$

The signs of (3) survive correlation in this calculation. With sp configurations alone the values are $+5.7$ and $-9.1$ eV. Adding the pd configurations thus moves both upwards, by 1.1 and 0.8 eV, and makes the magnitudes less unequal. Partial waves beyond d are left out, so two figures in $K$ are as many as the model deserves.

The fixed-nucleus energies in this basis are $-135.86$ eV for $^1P$ and $-136.81$ eV for $^3P$. They are variational upper bounds, too high by roughly 0.015 eV for $^1P$ and 0.005 eV for $^3P$ because the basis is incomplete; for the same reason $|K(^3P)|$ is too small by about 0.02 eV. The last digits of the energies, the third figure of $K$ and the last digit of each normal shift below are carried only for the arithmetic. Equation (5) gives for the singlet

$$\Delta_{\rm normal}=\frac{135.86}{10001}=0.01358\ \text{eV},\qquad
\Delta_{\rm pol}=\frac{0.9999\times6.83}{10001}=+0.00068\ \text{eV},$$

and for the triplet

$$\Delta_{\rm normal}=\frac{136.81}{10001}=0.01368\ \text{eV},\qquad
\Delta_{\rm pol}=-\frac{0.9999\times8.29}{10001}=-0.00083\ \text{eV}.$$

The polarisation shifts are $+25$ and $-30$ microhartree in this basis; in a complete basis the triplet value is close to $-30.5$. Both levels rise overall, by 0.0143 and 0.0129 eV.

The interval between the terms behaves differently. The normal shifts nearly cancel in it and change it by $-0.00009$ eV, whereas the polarisation shifts add and change it by $+0.0015$ eV. Nuclear motion therefore widens the interval of about 0.9 eV, although the reduced mass alone would narrow it.

Diagonalising (1) directly at $M=10000$ gives total shifts about $1\times10^{-6}$ eV below the first-order values. The second-order term explains about $2\times10^{-7}$ eV of this. Higher orders carry $1/(M+1)^3$ and are far too small to supply the rest. It comes from the fixed Gaussian basis: under the substitution of Lemma 2, diagonalising (1) in a given basis is the same as diagonalising the bracket in a basis with all lengths rescaled by $\mu$, whereas $E_\infty$ and $K$ were computed in the unscaled basis, and a finite set of Gaussians does not span the same space after rescaling. The numerical check below also covers the separation of coordinates and the closed formula (6).

## Conditions

The first-order result needs a heavy nucleus and an isolated level. In the example $|c/K|$ is about 2.8 for the singlet and 2.5 for the triplet, so the second-order term is smaller than the first by roughly $3/(M+1)$. If another level of the same symmetry lies so close that mass polarisation couples the two by an amount comparable with their separation, both must be diagonalised together. Relativistic and radiative effects and the finite size of the nucleus lie outside the Hamiltonian used here. They must be added before calculated shifts are compared with measured differences between isotopes.

## Values computed for the example and the checks

```
nuclear charge Z = 3
nuclear mass M = 10000 electron masses
reduced mass mu = 0.99990001 electron masses
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
basis: 59 orbitals, 252 two-electron functions
K = <p1.p2>/(electron mass), infinite nuclear mass:
|K| hydrogenic, 2p charge 3: 19.1114 eV
|K| hydrogenic, 2p charge 2: 6.4574 eV
frozen core, 1P: |<1s|p|2p>|^2 = 5.8065 eV
frozen core, 1P: 2p rms radius = 1.4846 angstrom
frozen core, no exchange: |<1s|p|2p>|^2 = 7.0214 eV
frozen core, no exchange: 2p rms radius = 1.4301 angstrom
frozen core, 3P: |<1s|p|2p>|^2 = 8.5897 eV
frozen core, 3P: 2p rms radius = 1.3678 angstrom
1P: E_inf (CI) = -135.8599 eV
1P: K, sp configurations only = +5.7155 eV
1P: K, spd CI = +6.8342 eV
1P: sqrt<r1^2+r2^2> = 1.5064 angstrom
1P: normal mass shift = +0.0135846 eV
1P: mass-polarisation shift = +0.0006833 eV
1P: the same shift = +25.110 microhartree
1P: total first-order shift = +0.0142679 eV
1P: shift by direct diagonalization = +0.0142669 eV
1P: second-order coefficient = -18.719 eV
1P: second-order shift = -1.87e-07 eV
3P: E_inf (CI) = -136.8051 eV
3P: K, sp configurations only = -9.1301 eV
3P: K, spd CI = -8.2850 eV
3P: sqrt<r1^2+r2^2> = 1.3937 angstrom
3P: normal mass shift = +0.0136791 eV
3P: mass-polarisation shift = -0.0008283 eV
3P: the same shift = -30.441 microhartree
3P: total first-order shift = +0.0128508 eV
3P: shift by direct diagonalization = +0.0128499 eV
3P: second-order coefficient = -20.548 eV
3P: second-order shift = -2.05e-07 eV
interval 1P-3P, infinite mass = 0.9453 eV
interval change, reduced mass = -0.0000945 eV
interval change, polarisation = +0.0015116 eV
magnitude ratio |K(3P)|/|K(1P)| = 1.2123
```
